# What the Curie–Weiss intercept of a first-order ferroelectric measures: verification in Python

```python
# RESULT UNDER TEST
# For f(P) = alpha P^2/2 + beta P^4/4 + gamma P^6/6, alpha = a (T - T0),
# beta < 0, gamma > 0, the Curie-Weiss line of the nonpolar phase meets zero
# at T0, its lower stability limit. Equilibrium is at
# Tc = T0 + 3 beta^2/(16 a gamma); the polar state is lost on heating at
# T1 = T0 + beta^2/(4 a gamma).
# P: soft polarization (C/m^2), E: field (V/m), T: temperature (K),
# chi = (dP/dE)/eps0, eps_b: background permittivity (vacuum + hard modes).
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0 as eps0, k as k_B
from scipy.optimize import brentq, minimize_scalar

# Round model parameters, rough regime of ferroelectric hafnia films
T0, a, beta, gamma = 500.0, 3.0e7, -4.5e11, 1.5e13
eps_b = 20.0
curie_constant = 1 / (eps0 * a)

# Derived formulas
Tc = T0 + 3 * beta**2 / (16 * a * gamma)
T1 = T0 + beta**2 / (4 * a * gamma)
Pc = np.sqrt(-3 * beta / (4 * gamma))


def energy(P, T, quartic=beta):
    return a * (T - T0) * P**2 / 2 + quartic * P**4 / 4 + gamma * P**6 / 6


def field(P, T):
    return a * (T - T0) * P + beta * P**3 + gamma * P**5


def polar_P(T, E=0.0):
    return brentq(lambda P: field(P, T) - E, 0.125, 0.25, xtol=1e-15)


def nonpolar_P(T, E):
    return brentq(lambda P: field(P, T) - E, 0.0, 0.03, xtol=1e-18)


# General coefficients: equal energy and stationarity, solved symbolically
x, A, b, g = sp.symbols("x A b g", positive=True)
solutions = sp.solve([A / 2 - b * x / 4 + g * x**2 / 6,
                      A - b * x + g * x**2], [A, x], dict=True)
solutions = [s for s in solutions if s[x] != 0]
assert len(solutions) == 1
assert sp.simplify(solutions[0][A] - 3 * b**2 / (16 * g)) == 0
assert sp.simplify(solutions[0][x] - 3 * b / (4 * g)) == 0

# Curie-Weiss intercept from computed small-field responses
fit_T = np.linspace(620.0, 800.0, 10)
probe = 1.0e4
chi = np.array([nonpolar_P(T, probe) / (eps0 * probe) for T in fit_T])
slope, offset = np.polyfit(fit_T, 1 / chi, 1)
intercept = -offset / slope
assert abs(intercept - T0) < 0.01
assert abs(1 / slope / curie_constant - 1) < 1e-4


# Equilibrium temperature from direct minimization of the energy
def lowest_polar_energy(T):
    return minimize_scalar(lambda P: energy(P, T), bounds=(0.12, 0.25),
                           method="bounded", options={"xatol": 1e-10}).fun


Tc_numeric = brentq(lowest_polar_energy, 520.0, 605.0)
assert abs(Tc_numeric - Tc) < 1e-3
assert abs(polar_P(Tc_numeric) - Pc) < 1e-5


# Sweeps: an overdamped state slides to the next stationary point downhill
def relax(P, T):
    roots = np.roots([gamma, 0, beta, 0, a * (T - T0), 0])
    real = np.sort(roots[np.abs(roots.imag) < 1e-9].real)
    if field(P, T) < 0:
        return real[real > P][0]
    return real[real < P][-1]


sweep_T = np.linspace(450.0, 650.0, 2001)
kick = 1.0e-4
P = 0.0
for T in sweep_T[::-1]:
    P = relax(P + kick, T)
    if P > 0.05:
        cooling_jump = T
        break
P = polar_P(sweep_T[0])
for T in sweep_T:
    P = relax(P - kick, T)
    if P < 0.05:
        heating_jump = T
        break
assert abs(cooling_jump - T0) < 0.15   # temperature step is 0.1 K
assert abs(heating_jump - T1) < 0.15

# Control: positive quartic term gives a continuous transition at T0 itself
grid = np.linspace(0, 0.25, 25001)
assert grid[np.argmin(energy(grid, T0 - 0.1, -beta))] > 0
assert grid[np.argmin(energy(grid, T0 + 0.1, -beta))] == 0


# Susceptibility on the two sides of the equilibrium transition
def polar_inverse_chi(T, dE=1.0e5):
    return eps0 * 2 * dE / (polar_P(T, dE) - polar_P(T, -dE))


chi_nonpolar_Tc = probe and nonpolar_P(Tc, probe) / (eps0 * probe)
inverse_ratio = polar_inverse_chi(Tc) * chi_nonpolar_Tc
polar_slope = (polar_inverse_chi(Tc + 0.1) - polar_inverse_chi(Tc - 0.1)) / 0.2
slope_ratio = polar_slope / slope
polar_intercept = Tc - polar_inverse_chi(Tc) / polar_slope
assert abs(inverse_ratio - 4) < 1e-3
assert abs(slope_ratio + 8) < 0.01
assert abs(polar_intercept - T0 - 9 * beta**2 / (32 * a * gamma)) < 0.1
assert abs(curie_constant / chi_nonpolar_Tc - (Tc_numeric - T0)) < 0.01

# Entropy jump from the temperature derivative of the minimized energy
dT = 0.01
entropy_jump = (energy(polar_P(Tc + dT), Tc + dT)
                - energy(polar_P(Tc - dT), Tc - dT)) / (2 * dT)
assert abs(entropy_jump / (a * Pc**2 / 2) - 1) < 1e-4
latent_heat = Tc * entropy_jump


# Coexistence temperature in a field
def coexistence_T(E):
    def difference(T):
        p, n = polar_P(T, E), nonpolar_P(T, E)
        return energy(p, T) - E * p - energy(n, T) + E * n
    return brentq(difference, 575.0, 604.0, xtol=1e-11)


small_E = 1.0e5
field_slope = (coexistence_T(small_E) - Tc) / small_E
assert abs(field_slope / (2 / (a * Pc)) - 1) < 0.01
built_in_E = 1.0e7
built_in_shift = coexistence_T(built_in_E) - Tc


# Barrier that protects the nonpolar state
def barrier(T):
    return -minimize_scalar(lambda P: -energy(P, T), bounds=(0, polar_P(T)),
                            method="bounded", options={"xatol": 1e-11}).fun


assert abs(barrier(Tc) / (2 * gamma * Pc**6 / 81) - 1) < 1e-5
near = T0 + 1.0
assert abs(barrier(near) / ((a * (near - T0))**2 / (4 * abs(beta))) - 1) < 0.01
thermal_volume = k_B * Tc / barrier(Tc)
grain_edge = 10.0e-9

# Raw permittivity: background left in the data
eps_total = eps_b + chi
raw_slope, raw_offset = np.polyfit(fit_T, 1 / eps_total, 1)
raw_intercept = -raw_offset / raw_slope
mid_T, h = 710.0, 0.01


def inverse_total(T):
    return 1 / (eps_b + nonpolar_P(T, probe) / (eps0 * probe))


tangent_slope = (inverse_total(mid_T + h) - inverse_total(mid_T - h)) / (2 * h)
tangent_intercept = mid_T - inverse_total(mid_T) / tangent_slope
assert abs(tangent_intercept
           - (T0 - eps_b * (mid_T - T0)**2 / curie_constant)) < 0.1

# Interface layer in series: zero of the total inverse capacitance
film_nm, layer_nm, eps_layer = 10.0, 0.5, 20.0
layer_T = brentq(lambda T: film_nm / (eps_b + curie_constant / (T - T0))
                 + layer_nm / eps_layer, T0 - 50, T0 - 1e-3)
layer_shift = layer_T - T0
assert abs(layer_shift + curie_constant
           / (eps_b + eps_layer * film_nm / layer_nm)) < 1e-6

# Uniform switching field at room temperature, and sensitivity to beta
use_T = 300.0
switching_E = -minimize_scalar(lambda P: field(P, use_T),
                               bounds=(0, polar_P(use_T)),
                               method="bounded").fun
rough_breakdown, rough_coercive = 4.0, 1.0   # MV/cm, rough typical values
beta_shift = 3 * ((1.1 * beta)**2 - beta**2) / (16 * a * gamma)

print(f"Input T0 = {T0:.1f} K")
print(f"Input a = {a:.2e} m/(F K)")
print(f"Input beta = {beta:.2e} m^5/(F C^2)")
print(f"Input gamma = {gamma:.2e} m^9/(F C^4)")
print(f"Input background permittivity = {eps_b:.0f}")
print(f"Curie constant C = {curie_constant:.0f} K")
print(f"Fit window = {fit_T[0]:.0f} to {fit_T[-1]:.0f} K")
print(f"Fitted Curie-Weiss intercept = {intercept:.2f} K")
print(f"Equilibrium Tc, minimized energies = {Tc_numeric:.2f} K")
print(f"Equilibrium Tc, formula = {Tc:.2f} K")
print(f"Tc - T0 = {Tc - T0:.2f} K")
print(f"Upper limit T1, formula = {T1:.2f} K")
print(f"T1 - T0 = {T1 - T0:.2f} K")
print(f"Jump on ideal cooling = {cooling_jump:.1f} K (step 0.1 K)")
print(f"Jump on ideal heating = {heating_jump:.1f} K (step 0.1 K)")
print(f"Polarization at Tc = {100 * Pc:.2f} uC/cm2")
for T in (300.0, 400.0):
    print(f"Polarization at {T:.0f} K = {100 * polar_P(T):.2f} uC/cm2")
print(f"Total permittivity at 300 K = {eps_b + 1/polar_inverse_chi(300.0):.1f}")
print(f"chi at Tc, nonpolar side = {chi_nonpolar_Tc:.1f}")
print(f"chi at Tc, polar side = {1 / polar_inverse_chi(Tc):.1f}")
print(f"Inverse-chi ratio polar/nonpolar at Tc = {inverse_ratio:.3f}")
print(f"Slope ratio polar/nonpolar at Tc = {slope_ratio:.3f}")
print(f"Zero of polar-side tangent = {polar_intercept:.1f} K")
print("T (K), polar minus nonpolar energy, barrier (J/cm3):")
for T in (501.0, 510.0, 550.0, Tc, 600.0):
    print(f"  {T:.2f}  {energy(polar_P(T), T)/1e6 + 0.0:.3f}"
          f"  {barrier(T)/1e6:.5f}")
print(f"Polar minus nonpolar energy at T0 = "
      f"{energy(polar_P(T0), T0) / 1e6:.2f} J/cm3")
print(f"Entropy jump at Tc = {entropy_jump / 1e6:.4f} J/(cm3 K)")
print(f"Latent heat at Tc = {latent_heat / 1e6:.1f} J/cm3")
print(f"dTc/dE at small field = {field_slope * 1e8:.1f} K per MV/cm")
print(f"Tc shift in {built_in_E / 1e8:.1f} MV/cm = {built_in_shift:.2f} K")
print(f"Raw-permittivity fit intercept = {raw_intercept:.1f} K")
print(f"Raw tangent intercept, taken at {mid_T:.0f} K = "
      f"{tangent_intercept:.1f} K")
print(f"Film / interface layer = {film_nm:.1f} / {layer_nm:.1f} nm")
print(f"Interface layer permittivity = {eps_layer:.0f}")
print(f"Stability-limit shift by layer = {layer_shift:.2f} K")
print(f"Tc shift if |beta| is 10 % larger = {beta_shift:.1f} K")
print(f"Volume with barrier kT at Tc = {thermal_volume * 1e27:.2f} nm3")
print(f"Barrier of a {grain_edge * 1e9:.0f} nm cube at Tc = "
      f"{grain_edge**3 / thermal_volume:.0f} kT")
print(f"Uniform switching field at 300 K = {switching_E / 1e8:.1f} MV/cm")
print(f"Rough breakdown field (input) = {rough_breakdown:.0f} MV/cm")
print(f"Rough measured coercive field (input) = {rough_coercive:.0f} MV/cm")
assert switching_E / 1e8 > rough_breakdown > rough_coercive
print("PASS")
```

Running it gives:

```
Input T0 = 500.0 K
Input a = 3.00e+07 m/(F K)
Input beta = -4.50e+11 m^5/(F C^2)
Input gamma = 1.50e+13 m^9/(F C^4)
Input background permittivity = 20
Curie constant C = 3765 K
Fit window = 620 to 800 K
Fitted Curie-Weiss intercept = 500.00 K
Equilibrium Tc, minimized energies = 584.38 K
Equilibrium Tc, formula = 584.38 K
Tc - T0 = 84.38 K
Upper limit T1, formula = 612.50 K
T1 - T0 = 112.50 K
Jump on ideal cooling = 500.0 K (step 0.1 K)
Jump on ideal heating = 612.5 K (step 0.1 K)
Polarization at Tc = 15.00 uC/cm2
Polarization at 300 K = 20.00 uC/cm2
Polarization at 400 K = 18.87 uC/cm2
Total permittivity at 300 K = 21.9
chi at Tc, nonpolar side = 44.6
chi at Tc, polar side = 11.2
Inverse-chi ratio polar/nonpolar at Tc = 4.000
Slope ratio polar/nonpolar at Tc = -8.000
Zero of polar-side tangent = 626.6 K
T (K), polar minus nonpolar energy, barrier (J/cm3):
  501.00  -33.301  0.00050
  510.00  -29.301  0.05077
  550.00  -12.613  1.36271
  584.38  0.000  4.21875
  600.00  5.000  6.25000
Polar minus nonpolar energy at T0 = -33.75 J/cm3
Entropy jump at Tc = 0.3375 J/(cm3 K)
Latent heat at Tc = 197.2 J/cm3
dTc/dE at small field = 44.4 K per MV/cm
Tc shift in 0.1 MV/cm = 4.40 K
Raw-permittivity fit intercept = 290.5 K
Raw tangent intercept, taken at 710 K = 265.7 K
Film / interface layer = 10.0 / 0.5 nm
Interface layer permittivity = 20
Stability-limit shift by layer = -8.96 K
Tc shift if |beta| is 10 % larger = 17.7 K
Volume with barrier kT at Tc = 1.91 nm3
Barrier of a 10 nm cube at Tc = 523 kT
Uniform switching field at 300 K = 12.8 MV/cm
Rough breakdown field (input) = 4 MV/cm
Rough measured coercive field (input) = 1 MV/cm
PASS
```
